# Self-Consistent Harmonic Frequency of a Double-Well Lattice Mode: a program that tests the result

```python
"""
Self-consistent harmonic theory of a double-well mode.
Result under test: for V(x) = -a x^2/2 + b x^4/4 the best centred harmonic
trial state has stiffness K = m Omega^2 = -a + 3 b s, where s is the thermal
mean-square displacement of that same trial state (zero-point part included).
Symbols: a [eV/A^2], b [eV/A^4], A = hbar^2/m [eV A^2], K [eV/A^2],
s [A^2], x0 = trial centre [A], T [K]; hbar*Omega = sqrt(A*K) [eV].
A 'well' is the tuple (a, b, A).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import i0e

KB = sc.k / sc.e
HBAR2_PER_U = sc.hbar**2 / sc.atomic_mass / sc.e * 1e20
NODES, WEIGHTS = np.polynomial.hermite_e.hermegauss(8)
WEIGHTS = WEIGHTS / WEIGHTS.sum()


def potential(x, well):
    return -well[0] * x**2 / 2 + well[1] * x**4 / 4


def mean_square(K, T, A):
    energy = np.sqrt(A * K)
    zero_point = A / (2 * energy)
    return zero_point if T == 0 else zero_point / np.tanh(energy / (2 * KB * T))


def oscillator_free_energy(K, T, A):
    energy = np.sqrt(A * K)
    if T == 0:
        return energy / 2
    return energy / 2 + KB * T * np.log(-np.expm1(-energy / (KB * T)))


def trial_free_energy(K, x0, T, well):
    s = mean_square(K, T, well[2])
    average_v = WEIGHTS @ potential(x0 + np.sqrt(s) * NODES, well)
    return oscillator_free_energy(K, T, well[2]) - K * s / 2 + average_v


def minimise_over_K(x0, T, well):
    """Search over ln K; the range covers every stiffness met below."""
    res = minimize_scalar(lambda u: trial_free_energy(np.exp(u), x0, T, well),
                          bounds=(-12, 10), method="bounded",
                          options={"xatol": 1e-9})
    return np.exp(res.x), res.fun


def centred_root(T, well, factor=3):
    a, b, A = well
    return brentq(lambda K: K + a - factor * b * mean_square(K, T, A),
                  1e-7, 1e4, xtol=1e-13)


def diagonalise(well, T, force=0.0):
    """Sinc-grid diagonalization: levels, free energy, <x>, <x^2>."""
    n, half_width = 241, 1.0
    x = np.linspace(-half_width, half_width, n)
    dx = x[1] - x[0]
    d = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(d) / safe**2)
    H = well[2] / 2 / dx**2 * kinetic + np.diag(potential(x, well) - force * x)
    E, vec = np.linalg.eigh(H)
    if T == 0:
        p, free = np.eye(n)[0], E[0]
    else:
        boltz = np.exp(-(E - E[0]) / (KB * T))
        p, free = boltz / boltz.sum(), E[0] - KB * T * np.log(boltz.sum())
    density = vec**2 @ p
    return E, free, density @ x, density @ x**2


# Parameters of the example and of the contrast well
mass_u, a, x_min = 20.0, 1.0, 0.1
charge, cell_edge = 6.0, 3.9
A = HBAR2_PER_U / mass_u
shallow = (a, a / x_min**2, A)
deep_min = 0.4
deep = (a, a / deep_min**2, A)
temperatures = [0, 100, 300, 400]
eps_factor = charge**2 * sc.e / sc.epsilon_0 * 1e10 / cell_edge**3

# Thermal oscillator moments from number-state matrices
K_test = centred_root(300, shallow)
e_test = np.sqrt(A * K_test)
size = 160
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
X = np.sqrt(A / (2 * e_test)) * (ladder + ladder.T)
pop = np.exp(-e_test * np.arange(size) / (KB * 300))
pop /= pop.sum()
X2 = X @ X
s_test = mean_square(K_test, 300, A)
assert abs(pop @ np.diag(X2) / s_test - 1) < 1e-9
assert abs(pop @ np.diag(X2 @ X2) / (3 * s_test**2) - 1) < 1e-9

# Self-consistency equation against direct minimization of the free energy
rows = []
for T in temperatures:
    K = centred_root(T, shallow)
    K_min, F_min = minimise_over_K(0.0, T, shallow)
    assert abs(K_min / K - 1) < 1e-4
    h = 2e-3
    curvature = 2 * (minimise_over_K(h, T, shallow)[1] - F_min) / h**2
    assert abs(curvature / K - 1) < 2e-3
    scan = [minimise_over_K(x, T, shallow)[1] for x in np.linspace(0, 0.2, 21)]
    assert np.argmin(scan) == 0
    E, F_num, _, s_num = diagonalise(shallow, T)
    assert F_num <= F_min
    force = 1e-4
    K_num = force / diagonalise(shallow, T, force)[2]
    assert abs(K_num / K - 1) < 0.4
    rows.append((T, K, np.sqrt(A * K), mean_square(K, T, A), K_num, s_num,
                 F_min, F_num))
assert all(r2[1] > r1[1] for r1, r2 in zip(rows, rows[1:]))
gap_shallow = E[1] - E[0]

# One minimum in K for any well depth and temperature
rng = np.random.default_rng(4)
logK = np.linspace(-12, 7, 600)
for _ in range(8):
    well = (rng.uniform(0.2, 2), 10**rng.uniform(0.8, 2.5), A)
    T = rng.choice([0, 50, 300, 900])
    F = np.array([trial_free_energy(np.exp(u), 0, T, well) for u in logK])
    assert np.sum((F[1:-1] < F[:-2]) & (F[1:-1] < F[2:])) == 1


# Classical limit: heavy particle
def classical_K(T, well):
    return (-well[0] + np.sqrt(well[0]**2 + 12 * well[1] * KB * T)) / 2


heavy = (shallow[0], shallow[1], 1e-8)
for T in (100, 1000):
    assert abs(minimise_over_K(0, T, heavy)[0] / classical_K(T, heavy) - 1) < 1e-3
# sixteen times the temperature must double the frequency
hot = [np.sqrt(minimise_over_K(0, T, heavy)[0]) for T in (1e6, 1.6e7)]
assert abs(hot[1] / hot[0] - 2) < 0.01

# Displaced solutions: existence limit at T = 0
b_limit = (2 / 3)**2.5 * a**1.5 / np.sqrt(A)
for ratio, expected in ((0.9, 1), (1.1, 0)):
    well = (a, ratio * b_limit, A)
    F = np.array([minimise_over_K(x, 0, well)[1] for x in np.linspace(0, 0.3, 91)])
    assert np.sum((F[1:-1] < F[:-2]) & (F[1:-1] < F[2:])) == expected


# Deep well: the displaced trial state wins at low temperature
def displaced(T, well):
    a_, b_, A_ = well
    K = brentq(lambda k: k - 2 * (a_ - 3 * b_ * mean_square(k, T, A_)), a_, 2 * a_)
    x0 = np.sqrt(K / (2 * b_))
    return K, x0, trial_free_energy(K, x0, T, well)


K_disp, x_disp, F_disp = displaced(0, deep)
best = minimize_scalar(lambda x: minimise_over_K(x, 0, deep)[1],
                       bounds=(0.25, 0.5), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x / x_disp - 1) < 1e-3
K_deep = centred_root(0, deep)
F_deep = trial_free_energy(K_deep, 0, 0, deep)
E_deep, _, x_deep_mean, _ = diagonalise(deep, 300)
gap_deep = E_deep[1] - E_deep[0]
assert F_disp < F_deep and E_deep[0] <= F_disp
assert abs(x_deep_mean) < 1e-8
assert gap_deep < 0.05 * np.sqrt(A * K_deep)
T_switch = brentq(lambda T: displaced(T, deep)[2]
                  - trial_free_energy(centred_root(T, deep), 0, T, deep), 20, 280)

# Two coupled cells: free minimization over both normal-mode stiffnesses
g = 0.7


def two_cell_free_energy(logs):
    Kp, Km = np.exp(logs)
    sp, sm = mean_square(Kp, 100, A), mean_square(Km, 100, A)
    site = np.sqrt((sp + sm) / 2) * NODES
    return (oscillator_free_energy(Kp, 100, A) - Kp * sp / 2
            + oscillator_free_energy(Km, 100, A) - Km * sm / 2
            + g * sm + 2 * (WEIGHTS @ potential(site, shallow)))


pair = minimize(two_cell_free_energy, [0.0, 0.5], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-15, "maxiter": 1000})
Kp, Km = np.exp(pair.x)
s_pair = (mean_square(Kp, 100, A) + mean_square(Km, 100, A)) / 2
assert abs(Kp - (-a + 3 * shallow[1] * s_pair)) < 1e-3
assert abs(Km - Kp - 2 * g) < 1e-3

# Three polar components with the isotropic quartic energy
n1, n2, n3 = np.meshgrid(NODES, NODES, NODES, indexing="ij")
w3 = np.einsum("i,j,k->ijk", WEIGHTS, WEIGHTS, WEIGHTS)
radius2 = n1**2 + n2**2 + n3**2


def three_component_free_energy(u):
    K = np.exp(u)
    s = mean_square(K, 100, A)
    v = np.sum(w3 * potential(np.sqrt(s * radius2), shallow))
    return 3 * (oscillator_free_energy(K, 100, A) - K * s / 2) + v


vec_min = minimize_scalar(three_component_free_energy, bounds=(-6, 5),
                          method="bounded", options={"xatol": 1e-9})
assert abs(np.exp(vec_min.x) / centred_root(100, shallow, 5) - 1) < 1e-4

# Simple cubic lattice, c_q = (c/3) sum_i (1 - cos q_i); q = pi t^2 mapping
t, wt = np.polynomial.legendre.leggauss(24)
t, wt = (t + 1) / 2, wt / 2
one_axis, w_axis = 1 - np.cos(np.pi * t**2), 2 * t * wt
shape = (one_axis[:, None, None] + one_axis[None, :, None]
         + one_axis[None, None, :]).ravel() / 3
w_q = np.einsum("i,j,k->ijk", w_axis, w_axis, w_axis).ravel()
watson = quad(lambda y: i0e(y / 3)**3, 0, np.inf, limit=400)[0]
assert abs(w_q @ (1 / shape) / watson - 1) < 2e-3


def lattice_s(K, T, c):
    return w_q @ mean_square(K + c * shape, T, A)


def lattice_root(T, c, factor=3):
    def f(K):
        return K + a - factor * shallow[1] * lattice_s(K, T, c)
    return brentq(f, 0, 100) if f(0.0) < 0 else None


c_example, c_strong = 2.0, 8.0
for K in np.linspace(0, 2 * a, 41):
    for T in (0, 300):
        assert K > 2 * (a - 3 * shallow[1] * lattice_s(K, T, c_example))
c_limit = brentq(lambda c: 3 * shallow[1] * lattice_s(0.0, 0, c) - a, 0.5, 50)
T_limit = brentq(lambda T: 3 * shallow[1] * lattice_s(0.0, T, c_strong) - a, 1, 900)
assert lattice_root(0.9 * T_limit, c_strong) is None
assert lattice_root(1.1 * T_limit, c_strong) > 0

# Output
cm = sc.e / (sc.h * sc.c * 100)
print(f"mass {mass_u:.0f} u; a = {a:.2f} eV/A^2; b = {shallow[1]:.1f} eV/A^4")
print(f"minima at +-{x_min:.2f} A; well depth {1e3*a*x_min**2/4:.2f} meV")
print(f"hbar^2/m = {A:.4e} eV A^2")
print(f"bare imaginary phonon energy, modulus {1e3*np.sqrt(A*a):.2f} meV")
print(f"mode charge {charge:.1f} e; cell edge {cell_edge:.2f} A")
print("self-consistent harmonic (SCH) and diagonalization (diag), one mode:")
for T, K, e, s, Kn, sn, F, Fn in rows:
    print(f"T={T} K: SCH K={K:.4f} eV/A^2, hbar Omega={1e3*e:.2f} meV"
          f" = {e*cm:.1f} cm^-1")
    print(f"  rms x: SCH {np.sqrt(s):.4f} A, diag {np.sqrt(sn):.4f} A;"
          f" 3bs={3*shallow[1]*s:.4f} eV/A^2")
    print(f"  static stiffness diag {Kn:.4f} eV/A^2; SCH/diag = {K/Kn:.3f}")
    print(f"  free energy: SCH {1e3*F:.3f} meV, diag {1e3*Fn:.3f} meV")
    print(f"  ionic permittivity: SCH {eps_factor/K:.1f},"
          f" diag {eps_factor/Kn:.1f}")
print(f"first excitation energy, diag: {1e3*gap_shallow:.2f} meV")
print(f"classical formula at 300 K: K = {classical_K(300, shallow):.4f} eV/A^2")
print(f"T=0 displaced states need b <= {b_limit:.2f} eV/A^4")
print(f"contrast well: minima +-{deep_min:.2f} A, b = {deep[1]:.2f} eV/A^4,"
      f" depth {1e3*a*deep_min**2/4:.1f} meV")
print(f"  centred SCH, T=0: hbar Omega {1e3*np.sqrt(A*K_deep):.3f} meV,"
      f" energy {1e3*F_deep:.2f} meV")
print(f"  displaced SCH, T=0: x0 {x_disp:.4f} A, hbar Omega"
      f" {1e3*np.sqrt(A*K_disp):.2f} meV, energy {1e3*F_disp:.2f} meV")
print(f"  diag: ground energy {1e3*E_deep[0]:.2f} meV,"
      f" tunnel splitting {1e3*gap_deep:.3e} meV")
print(f"  SCH switches displaced -> centred at {T_switch:.1f} K (artefact)")
print(f"neglected effects; mean intercell stiffness c = {c_example:.1f} eV/A^2:")
for T in (0, 300):
    variants = (("dispersion", lattice_root(T, c_example)),
                ("three components", centred_root(T, shallow, 5)),
                ("both", lattice_root(T, c_example, 5)))
    for name, K in variants:
        print(f"  T={T} K, {name}: K={K:.4f} eV/A^2, hbar Omega="
              f"{1e3*np.sqrt(A*K):.2f} meV, permittivity {eps_factor/K:.1f}")
print(f"one component: centred root at T=0 lost for c > {c_limit:.2f} eV/A^2")
print(f"for c = {c_strong:.1f} eV/A^2 centred root exists only above"
      f" {T_limit:.1f} K")
print("all assertions hold")
```

Running it gives:

```
mass 20 u; a = 1.00 eV/A^2; b = 100.0 eV/A^4
minima at +-0.10 A; well depth 2.50 meV
hbar^2/m = 2.0901e-04 eV A^2
bare imaginary phonon energy, modulus 14.46 meV
mode charge 6.0 e; cell edge 3.90 A
self-consistent harmonic (SCH) and diagonalization (diag), one mode:
T=0 K: SCH K=1.0834 eV/A^2, hbar Omega=15.05 meV = 121.4 cm^-1
  rms x: SCH 0.0833 A, diag 0.0879 A; 3bs=2.0834 eV/A^2
  static stiffness diag 0.8580 eV/A^2; SCH/diag = 1.263
  free energy: SCH 3.907 meV, diag 3.538 meV
  ionic permittivity: SCH 101.4, diag 128.0
T=100 K: SCH K=1.4071 eV/A^2, hbar Omega=17.15 meV = 138.3 cm^-1
  rms x: SCH 0.0896 A, diag 0.0982 A; 3bs=2.4071 eV/A^2
  static stiffness diag 1.1115 eV/A^2; SCH/diag = 1.266
  free energy: SCH 2.480 meV, diag 1.713 meV
  ionic permittivity: SCH 78.0, diag 98.8
T=300 K: SCH K=2.4133 eV/A^2, hbar Omega=22.46 meV = 181.1 cm^-1
  rms x: SCH 0.1067 A, diag 0.1186 A; 3bs=3.4133 eV/A^2
  static stiffness diag 1.9300 eV/A^2; SCH/diag = 1.250
  free energy: SCH -12.538 meV, diag -14.606 meV
  ionic permittivity: SCH 45.5, diag 56.9
T=400 K: SCH K=2.8188 eV/A^2, hbar Omega=24.27 meV = 195.8 cm^-1
  rms x: SCH 0.1128 A, diag 0.1253 A; 3bs=3.8188 eV/A^2
  static stiffness diag 2.2688 eV/A^2; SCH/diag = 1.242
  free energy: SCH -23.533 meV, diag -26.166 meV
  ionic permittivity: SCH 39.0, diag 48.4
first excitation energy, diag: 13.20 meV
classical formula at 300 K: K = 2.3294 eV/A^2
T=0 displaced states need b <= 25.10 eV/A^4
contrast well: minima +-0.40 A, b = 6.25 eV/A^4, depth 40.0 meV
  centred SCH, T=0: hbar Omega 1.925 meV, energy -12.85 meV
  displaced SCH, T=0: x0 0.3792 A, hbar Omega 19.38 meV, energy -30.04 meV
  diag: ground energy -30.13 meV, tunnel splitting 4.823e-03 meV
  SCH switches displaced -> centred at 220.3 K (artefact)
neglected effects; mean intercell stiffness c = 2.0 eV/A^2:
  T=0 K, dispersion: K=0.4581 eV/A^2, hbar Omega=9.78 meV, permittivity 239.7
  T=0 K, three components: K=1.7400 eV/A^2, hbar Omega=19.07 meV, permittivity 63.1
  T=0 K, both: K=1.1106 eV/A^2, hbar Omega=15.24 meV, permittivity 98.9
  T=300 K, dispersion: K=1.5314 eV/A^2, hbar Omega=17.89 meV, permittivity 71.7
  T=300 K, three components: K=3.2764 eV/A^2, hbar Omega=26.17 meV, permittivity 33.5
  T=300 K, both: K=2.3876 eV/A^2, hbar Omega=22.34 meV, permittivity 46.0
one component: centred root at T=0 lost for c > 5.85 eV/A^2
for c = 8.0 eV/A^2 centred root exists only above 119.9 K
all assertions hold
```
